# Relaxed UMP2 spin density and its poles at Hartree–Fock instabilities, part 1

(Sections cited here and not found follow in the second part.)

## The question

An EPR spectrum of a radical measures how strongly each magnetic nucleus is coupled to the electron spin. The isotropic part comes from the Fermi contact interaction, which in SI units is

$$H_{\rm FC}=\tfrac{2\mu_0}{3}\,g_e\mu_B\,g_N\mu_N\sum_i\delta(\mathbf r_i-\mathbf R)\,\mathbf s_i\cdot\mathbf I .$$

In a state of definite $S_z$, the expectation value of $\sum_i\delta(\mathbf r_i-\mathbf R)s_{zi}$ is $\tfrac12\rho_s(\mathbf R)$ with $\rho_s=\rho_\alpha-\rho_\beta$. Equating the first-order energy to $hA_{\rm iso}\langle S_z\rangle I_z$ gives

$$A_{\rm iso}=\frac{\mu_0}{3}\,\frac{g_e\mu_B\,g_N\mu_N}{h\,\langle S_z\rangle}\,\rho_s(\mathbf R).\qquad(1)$$

For $\langle S_z\rangle=\tfrac12$ this is $A_{\rm iso}/g_N=800.237\ \text{MHz bohr}^3\times\rho_s$. The hydrogen 1s value $\rho_s=1/\pi=0.31831$ bohr$^{-3}$ with the proton $g$ factor gives 1422.8 MHz. The dipolar part of the tensor contracts the same spin density with another one-electron operator, so the same formulas apply to it, with the selection rules that belong to that operator.

For an eigenstate of the Hamiltonian, $\rho_s(\mathbf R)$ is both an expectation value and the derivative of the energy with respect to the strength of the contact operator. Unrestricted second-order Møller–Plesset theory (UMP2) is not variational in its orbitals, and the two notions separate. The derivative at frozen orbitals defines the unrelaxed density, and the full derivative defines the relaxed density. The relaxed density contains the inverse of the Hartree–Fock orbital Hessian. Whether it diverges when that Hessian becomes singular depends on the kind of instability, on the branch followed and on the symmetry of the operator.

## Conventions

Hartree atomic units are used from here on. Spin-orbitals are real, orthonormal, of pure $\alpha$ or $\beta$ spin, and expanded in a finite basis that does not depend on the perturbation. Indices $i,j,k$ are occupied in the determinant $\Phi$, $a,b,c$ are virtual, and $p,q,r,s$ are either. All electrons are correlated. With $(pq|rs)$ the repulsion of the charge distributions $\phi_p\phi_q$ and $\phi_r\phi_s$, zero unless $p,q$ share a spin and $r,s$ share a spin,

$$\langle pq\|rs\rangle=(pr|qs)-(ps|qr).$$

This integral changes sign under $p\leftrightarrow q$ and under $r\leftrightarrow s$, and for real orbitals $\langle pq\|rs\rangle=\langle rs\|pq\rangle$.

The Hamiltonian is $H+\xi V$, where $V$ is a one-electron operator, diagonal in spin, with real symmetric matrix $v_{pq}$. For the spin density, $v_{pq}=\pm\phi_p(\mathbf R)\phi_q(\mathbf R)$, plus for $\alpha$ and minus for $\beta$. An operator with opposite signs on the two spins is called spin-odd, and one with equal signs spin-even. The Fock matrix and the Hartree–Fock energy are

$$f_{pq}=h_{pq}+\xi v_{pq}+\sum_k\langle pk\|qk\rangle,\qquad E_{\rm HF}=\sum_i(h_{ii}+\xi v_{ii})+\tfrac12\sum_{ij}\langle ij\|ij\rangle .$$

## Orbital rotations and the Hessian

A real, spin-conserving change of the determinant is generated by the orthogonal matrix $\exp X$ with $X_{ai}=\kappa_{ai}=-X_{ia}$, where $a$ and $i$ have the same spin. To first order,

$$\phi_i\to\phi_i+\sum_a\kappa_{ai}\phi_a,\qquad \phi_a\to\phi_a-\sum_i\kappa_{ai}\phi_i .\qquad(2)$$

Vectors such as $\kappa$ carry the pair index $ai$, and $x\cdot y=\sum_{ai}x_{ai}y_{ai}$.

In $E_{\rm HF}$ the orbital $k$ occurs in two slots of the one-electron term, which gives $2\kappa_{ck}(h_{ck}+\xi v_{ck})$. It occurs in four slots of the two-electron term, and by the symmetries of the integral each slot gives $\tfrac12\kappa_{ck}\sum_j\langle cj\|kj\rangle$. Hence $\partial E_{\rm HF}/\partial\kappa_{ck}=2f_{ck}$, and the UHF equations are $f_{ai}=0$. The same count for the one-electron operator alone gives $\partial\langle V\rangle_{\rm HF}/\partial\kappa_{ai}=2v_{ai}$, with $\langle V\rangle_{\rm HF}=\sum_iv_{ii}$.

The element $f_{ai}$ changes under (2) in three places. The index $a$ gives $-\sum_j\kappa_{aj}f_{ji}$. The index $i$ gives $\sum_b\kappa_{bi}f_{ab}$. The two occupied slots in $\sum_k\langle ak\|ik\rangle$ give $\sum_{bj}\kappa_{bj}(\langle ab\|ij\rangle+\langle aj\|ib\rangle)$. Therefore

$$M_{ai,bj}\equiv\frac{\partial f_{ai}}{\partial\kappa_{bj}}=\delta_{ij}f_{ab}-\delta_{ab}f_{ij}+\langle ab\|ij\rangle+\langle aj\|ib\rangle .\qquad(3)$$

This is the matrix $A+B$ of stability theory. It is symmetric, since $\langle ba\|ji\rangle=\langle ab\|ij\rangle$ and $\langle bi\|ja\rangle=\langle ja\|bi\rangle=\langle aj\|ib\rangle$. At finite $\kappa$ the gradient of the energy is $2T(\kappa)f(\kappa)$, where $T=1+O(\kappa)$ converts between the fixed and the rotated frame. Differentiating at a point where $f=0$ removes the derivative of $T$, so the Hessian of $E_{\rm HF}$ at a solution is $2M$, and $E_{\rm HF}(\kappa)=E_{\rm HF}(0)+\kappa\cdot M\kappa+O(\kappa^3)$. An eigenvalue of $M$ reaching zero is a Hartree–Fock instability within this class of rotations.

Expanding the integrals gives $\langle ab\|ij\rangle+\langle aj\|ib\rangle=2(ai|bj)-(aj|bi)-(ab|ij)$, and the last two terms need all four orbitals to have the same spin. On a restricted solution, where $\alpha$ and $\beta$ orbitals coincide, take $\kappa^\beta=-\kappa^\alpha$. The Coulomb term $2(ai|bj)$ then acts on $\kappa^\alpha+\kappa^\beta=0$ and drops out. In canonical orbitals with energies $\varepsilon_p$ this triplet block is

$$M^{\rm T}_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}-(ab|ij)-(aj|bi).\qquad(4)$$

Its diagonal is the orbital gap minus the positive integrals $(aa|ii)$ and $(ai|ai)$, so an eigenvalue can vanish while every gap $\varepsilon_a-\varepsilon_i$ stays finite.

## The Hylleraas functional

The zeroth-order Hamiltonian $H_0$ is built from the occupied–occupied and virtual–virtual blocks of $f$. Single excitations do not couple to $\Phi$, because $f_{ai}=0$ at every $\xi$. For a trial function $\Psi_1=\tfrac14\sum t_{ij}^{ab}\Phi_{ij}^{ab}$ with antisymmetric $t$, the Hylleraas functional is $E_H=2\langle\Psi_1|H|\Phi\rangle+\langle\Psi_1|H_0-E_0|\Psi_1\rangle$. In canonical orbitals $\langle\Phi_{ij}^{ab}|H|\Phi\rangle=\langle ij\|ab\rangle$, the excitation energy is $\Delta_{ij}^{ab}=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$, and the factor $\tfrac14$ turns the free sum into a sum over distinct excitations:

$$E_H=\tfrac12\sum t_{ij}^{ab}\langle ij\|ab\rangle+\tfrac14\sum\Delta_{ij}^{ab}\,(t_{ij}^{ab})^2 .$$

Stationarity in $t$ gives $t_{ij}^{ab}=-\langle ij\|ab\rangle/\Delta_{ij}^{ab}$, and substitution gives $E_2=(-\tfrac12+\tfrac14)\sum\langle ij\|ab\rangle^2/\Delta_{ij}^{ab}$, the MP2 correlation energy.

Since $t^2$ is symmetric in $a,b$, one has $\tfrac14\sum(\varepsilon_a+\varepsilon_b)t^2=\tfrac12\sum\varepsilon_at^2$, and likewise for $i,j$. With

$$P_{ij}=-\tfrac12\sum_{kab}t_{ik}^{ab}t_{jk}^{ab},\qquad P_{ab}=\tfrac12\sum_{ijc}t_{ij}^{ac}t_{ij}^{bc},\qquad(5)$$

the functional becomes

$$E_H=\tfrac12\sum t_{ij}^{ab}\langle ij\|ab\rangle+\sum_{ij}P_{ij}f_{ij}+\sum_{ab}P_{ab}f_{ab},\qquad(6)$$

which reduces to the canonical form when $f$ is diagonal. Every index in (6) is contracted between two tensors, so (6) is unchanged when occupied orbitals are rotated among themselves, or virtual orbitals among themselves, and $t$ is rotated along. The stationary value $E_2$ therefore depends on $\xi$ and on the occupied space alone, that is on $\kappa_{ai}$. A frozen core would break this invariance and require further multipliers.

## The unrelaxed density

Hold the orbitals fixed and let $\xi$ act through $E_{\rm HF}$ and through $f_{ij}$ and $f_{ab}$ in (6). The change of $t$ does not contribute, because $E_H$ is stationary in $t$, and $\langle ij\|ab\rangle$ contains no $\xi$. With $\partial f_{pq}/\partial\xi=v_{pq}$,

$$\langle V\rangle_{\rm unrel}=\sum_iv_{ii}+\sum_{ij}P_{ij}v_{ij}+\sum_{ab}P_{ab}v_{ab}.\qquad(7)$$

The unrelaxed density matrix is $\delta_{ij}+P_{ij}$ on the occupied block, $P_{ab}$ on the virtual block, and zero between them.

## The orbital gradient of the correlation energy

Define $L_{ck}=\partial E_H/\partial\kappa_{ck}$ at fixed $t$, at a UHF solution. By stationarity in $t$ it is also $\partial E_2/\partial\kappa_{ck}$.

In the first term of (6), the slot $i$ gives $\tfrac12\sum_{jab}t_{kj}^{ab}\langle cj\|ab\rangle$. The slot $j$ gives $\tfrac12\sum_{iab}t_{ik}^{ab}\langle ic\|ab\rangle$, which is the same number, because swapping the index pair in both $t$ and the integral produces two minus signs. The slot $a$ gives $-\tfrac12\sum_{ijb}t_{ij}^{cb}\langle ij\|kb\rangle$, with the sign of (2), and the slot $b$ doubles it in the same way.

In the Fock terms, varying the outer indices of $f_{ij}$ or $f_{ab}$ produces elements $f_{cj}$ or $f_{kb}$, which vanish at the solution. Varying the occupied orbitals inside the Fock operator gives $\sum_{pq}P_{pq}(\langle pc\|qk\rangle+\langle pk\|qc\rangle)$, with $pq$ running over both diagonal blocks. Since $\langle pk\|qc\rangle=\langle qc\|pk\rangle$ and $P$ is symmetric, relabelling $p\leftrightarrow q$ makes the two terms equal. Collecting,

$$L_{ck}=\sum_{jab}t_{kj}^{ab}\langle cj\|ab\rangle-\sum_{ijb}t_{ij}^{cb}\langle ij\|kb\rangle+2\sum_{pq}P_{pq}\langle pc\|qk\rangle .\qquad(8)$$

## The Z-vector equation

Now let the orbitals follow the field. The condition $f_{ai}(\kappa(\xi),\xi)=0$, differentiated with (3), gives the coupled-perturbed equation $M\kappa'+v=0$, where $\kappa'=d\kappa/d\xi$ and $v$ is the vector $v_{ai}$. If $M$ is nonsingular, the implicit function theorem guarantees a smooth $\kappa(\xi)$. The chain rule for $E=E_{\rm HF}+E_2$ has the explicit part (7), the term $2f\cdot\kappa'=0$ and the term $L\cdot\kappa'$:

$$\frac{dE}{d\xi}=\langle V\rangle_{\rm unrel}+L\cdot\kappa'=\langle V\rangle_{\rm unrel}-L\cdot M^{-1}v .$$

Because $M$ is symmetric, $M^{-1}$ may act to the left. Defining $z$ by the Z-vector equation,

$$Mz=-L,\qquad \langle V\rangle_{\rm rel}\equiv\frac{dE}{d\xi}=\langle V\rangle_{\rm unrel}+z\cdot v .\qquad(9)$$

The vector $z$ is the Lagrange multiplier of the UHF condition: the functional $E_{\rm HF}+E_H+z\cdot f$ has $\kappa$-gradient $2f+L+Mz$, which vanishes by (9), and its explicit $\xi$-derivative is $\langle V\rangle_{\rm rel}$. As $z$ does not depend on $V$, one solution serves all nuclei. Writing $\langle V\rangle_{\rm rel}=\sum_{pq}D_{pq}v_{pq}$ with symmetric $D$, each pair occurs as $ai$ and as $ia$, so

$$D_{ij}=\delta_{ij}+P_{ij},\qquad D_{ab}=P_{ab},\qquad D_{ai}=D_{ia}=\tfrac12z_{ai}.\qquad(10)$$

The relaxed spin density is $\rho_s(\mathbf r)=\sum_{pq}\pm D_{pq}\phi_p(\mathbf r)\phi_q(\mathbf r)$.

The block $z/2$ has a direct meaning. The quadratic model $\kappa\cdot M\kappa+L\cdot\kappa$ of $E_{\rm HF}+E_2$, in which the curvature of $E_2$ is dropped, is stationary at $\kappa=-\tfrac12M^{-1}L=z/2$, and a rotation $\kappa$ changes $\langle V\rangle_{\rm HF}$ by $2\kappa\cdot v=z\cdot v$. The relaxation term is the linear effect of one Newton step toward correlated orbitals, taken with the Hartree–Fock curvature.

With the orthonormal eigenpairs $Mu_k=\lambda_ku_k$,

$$\langle V\rangle_{\rm rel}=\langle V\rangle_{\rm unrel}-\sum_k\frac{(u_k\cdot L)(u_k\cdot v)}{\lambda_k}.\qquad(11)$$

A vanishing $\lambda_k$ produces a divergence if the numerator vanishes more slowly than $\lambda_k$. The numerator is a product of two overlaps, and symmetry can remove either.

## Why the unrelaxed density is bounded

By (5), $P_{ab}$ and $-P_{ij}$ have the form $YY^{T}$ and are positive semidefinite, with the common trace $\tfrac12\sum t^2$. For a positive semidefinite $Q=\sum_nq_n\,nn^T$ and a symmetric $w$, $|{\rm tr}\,Qw|=|\sum_nq_n\,n\cdot wn|\le\|w\|\,{\rm tr}\,Q$, where $\|w\|$ is the largest eigenvalue in magnitude. Let $\Delta_{\min}>0$ be the smallest denominator among spin-allowed double excitations, so that $t^2\le\langle ij\|ab\rangle^2/\Delta_{\min}^2$. Then

$$|\langle V\rangle_{\rm unrel}-\langle V\rangle_{\rm HF}|\le\frac{\sum\langle ij\|ab\rangle^2}{2\Delta_{\min}^2}\,\big(\|v_{oo}\|+\|v_{vv}\|\big).\qquad(12)$$

In a finite basis the sum of squares is at most the squared norm of the whole integral tensor, and the block norms are at most $\|v\|$, and neither depends on the orbitals. Also $|\langle V\rangle_{\rm HF}|\le N\|v\|$ for $N$ electrons. The matrix $M$ does not appear. The same argument bounds $L$, since (8) contains $t$ and integrals alone, so at finite $\Delta_{\min}$ a divergence of (11) must come from $1/\lambda_k$. The bound fails if $\Delta_{\min}\to0$, a condition distinct from $\lambda\to0$ by (4). For the contact operator $\|v\|$ grows as the basis is completed, so (12) is a statement at fixed basis.

## Symmetry removes some residues

Discrete symmetry. Let $S$ be an orthogonal operation on rotation vectors that leaves the reference solution and the Hamiltonian invariant, for instance $\kappa^\alpha\leftrightarrow\kappa^\beta$ on a restricted solution. Then $E_2(S\kappa)=E_2(\kappa)$, and the gradient at $\kappa=0$ obeys $SL=L$. For a mode with $Su=-u$, $u\cdot L=Su\cdot SL=-u\cdot L$, so $u\cdot L=0$. A symmetry-breaking mode contributes nothing to (11) on the symmetric solution for any $\lambda\ne0$.

Continuous symmetry. Rotating an open-shell atom by an angle $\theta$ carries a solution into a solution. Let $u$ be the virtual–occupied block of the generator. Its other blocks mix the elements $f_{ai}=0$ among themselves, so differentiating $f_{ai}(\theta)=0$ gives $Mu=0$. The energy $E_2$ is independent of $\theta$ and of the diagonal blocks, so $u\cdot L=0$. Equation (9) is then solvable, with $z$ fixed up to a multiple of $u$. The ambiguity is harmless if $u\cdot v=\tfrac12\,d\langle V\rangle_{\rm HF}/d\theta=0$, which holds for the contact operator at the nucleus. If $u\cdot v\neq0$, projecting $M\kappa'+v=0$ on $u$ gives a contradiction: the field reorients the atom, and the derivative does not exist.

## Example: the boron atom

Boron is treated at the all-electron UMP2 level in the uncontracted cc-pVDZ basis, 26 functions, with one $\alpha$ electron in a real p orbital. The energies are $E_{\rm HF}=-24.529983$ and $E_2=-0.072741$ $E_h$, with $\Delta_{\min}=0.8811\,E_h$. The Hessian has two zero modes. For the three rotation generators $|Mu|\le3.2\times10^{-13}$ and $|u\cdot L|\le2.5\times10^{-15}\,E_h$, which is rounding error on the scale $|L|=0.0504\,E_h$. The lowest nonzero eigenvalue is $+0.0332\,E_h$, so the solution is a local minimum under real spin-conserving rotations, apart from the reorientation of the atom, which costs no energy. Its overlap with $L$ is $1.9\times10^{-15}\,E_h$, and this soft mode is silent too. The eigenvalue is doubly degenerate and belongs to parity-odd, almost pure 2s→2p rotations, which the discrete selection rule, with $S$ the inversion, makes silent.

The contact densities in bohr$^{-3}$ are 0.015466 (UHF), 0.017618 (unrelaxed) and 0.000809 (relaxed). Finite-field derivatives with frozen and with reconverged orbitals return 0.017618 and 0.000809. The relaxation term is $z\cdot v=0.000809-0.017618=-0.016809$, and (1) gives

$$A_{\rm iso}/g_N=800.237\times(0.015466,\ 0.017618,\ 0.000809)=(12.4,\ 14.1,\ 0.65)\ \text{MHz}.$$

With the softest modes silent, relaxation still cancels 95% of the unrelaxed value. The p orbital has a node at the nucleus, so $\rho_s$ is a difference of $\alpha$ and $\beta$ s-type densities. In UHF the 1s shell contributes −0.0873 and the 2s shell +0.1028 bohr$^{-3}$, so the total is a small remainder of two opposed polarizations. Split by the occupied index $i$ in $\sum z_{ai}v_{ai}$, the relaxation term comes almost wholly from rotations of the 2s orbitals, −0.0162 of −0.0168 bohr$^{-3}$. This is only 16% of the 2s part, yet it is enough to remove nearly the whole remainder. The remainder is far from converged in the basis. In uncontracted aug-cc-pVDZ, cc-pVTZ and cc-pVQZ the unrelaxed value is 0.0230, 0.0200 and 0.0222 and the relaxed value is +0.0072, −0.0024 and −0.0013 bohr$^{-3}$, so the cancelled fraction is 69%, 112% and 106%. The large cancellation persists, while the figure 95% and the sign of the relaxed value belong to this basis. These numbers are not predictions for the atom: the Gaussian basis has no nuclear cusp, and higher-order correlation, relativity and the orbital angular momentum of the $^2P$ term are absent.

# Part II. Behaviour at an instability

## What is taken from Part I

The vector $\kappa$ holds the occupied–virtual rotations and $\xi$ is the strength of a probe operator $V$ with occupied–virtual block $v$. At a UHF solution the Hessian of $E_{\rm HF}$ is $2M$, the gradient of the MP2 energy $E_2$ is $L$, and the gradient of $\langle V\rangle_{\rm HF}$ is $2v$. With eigenpairs $(\lambda_k,u_k)$ of $M$ and $Mz=-L$,

$$\langle V\rangle_{\rm rel}=\langle V\rangle_{\rm unrel}-\sum_k\frac{(u_k\cdot L)(u_k\cdot v)}{\lambda_k},\qquad D_{ai}=\tfrac12z_{ai}.$$

Both $\langle V\rangle_{\rm unrel}$ and $L$ are bounded while the smallest MP2 denominator $\Delta_{\min}$ is positive, and $u\cdot L=0$ for a mode odd under a symmetry $S$ of the solution. The symbol $\rho$ denotes the contact spin density at a chosen nucleus. From here on a single nondegenerate eigenvalue $\lambda$, with eigenvector $u$, goes to zero, while all others and $\Delta_{\min}$ stay finite.

## Reduction to one coordinate

Choose a reference solution at or near the instability, with soft eigenvector $u_0$, and write $\kappa=\eta u_0+y$ with $y\cdot u_0=0$. The Hessian restricted to $y$ is nonsingular, so the equations $\partial E_{\rm HF}/\partial y=0$ have a smooth solution $y(\eta,\xi)$. Inserting it defines three smooth functions on a curve: the reduced energy $\mathcal E(\eta,\xi)$, the correlation energy $E_2(\eta,\xi)$ and the expectation value $\mathcal V(\eta)=\langle V\rangle_{\rm HF}$. Primes denote $\partial/\partial\eta$. Since $E_{\rm HF}$ is stationary in $y$ on the curve, $\partial\mathcal E/\partial\xi=\mathcal V$. The one UHF equation left is $\mathcal E'=0$, and differentiating it gives $\mathcal E''\,d\eta/d\xi+\mathcal V'=0$. Therefore

$$\langle V\rangle_{\rm rel}=\mathcal V+\frac{\partial E_2}{\partial\xi}\Big|_\eta-\frac{E_2'\,\mathcal V'}{\mathcal E''}.\qquad(13)$$

The first two terms are derivatives of smooth functions and are finite. Any divergence sits in the last term.

This term is the soft term of the spectral sum to leading order. On the curve the gradient of $E_{\rm HF}$ has no $y$ component and equals $\mathcal E'u_0$. Differentiating along the tangent $\tau=u_0+y'$ at a solution gives $2M\tau=\mathcal E''u_0$, up to the frame change between reference and solution, which tends to the identity as $\eta\to0$. Hence $\tau=\sum_ku_k\,\mathcal E''(u_k\cdot u_0)/2\lambda_k$. The hard components of $\tau$ are of order $\mathcal E''$, so $\tau$ is parallel to $u$ up to that order. As $\eta\to0$ both $\tau$ and $u$ tend to $u_0$, and the soft component then requires

$$\mathcal E''\to2\lambda,\qquad E_2'=L\cdot\tau\to u\cdot L,\qquad\mathcal V'=2v\cdot\tau\to2\,u\cdot v .\qquad(14)$$

At fixed basis and finite $\Delta_{\min}$ the unrelaxed value stays bounded, and near an instability with a single soft mode any divergence of the relaxed value sits in the last term of (13), which symmetry can remove. It remains to find how this term behaves at a spin pitchfork and at a fold, and to test the results on ammonia.

All numerical values are calculated from the stated model.
